X2− amplitude of tetragonal hafnia: cell convention and first thermal correction

**1. The decision**

Suppose an energy calculation for a hafnia memory capacitor is to start from the tetragonal phase. The oxygen distortion is entered as one number, the amplitude of the X2− mode, and other modes are then added to study their coupling to it. The oxygens are known to be shifted by 0.29 Å. Should the amplitude be set to 0.82 Å or to 0.58 Å?

Both values are right, each for its own cell. The first belongs to the twelve-atom cell and the second to the six-atom cell. If 0.82 Å is entered with the six-atom mode vector, every oxygen moves by 0.82/2 = 0.41 Å instead of 0.29 Å. In the model energy of section 5 this mistake removes the whole energy gain of the distortion.

The analysis has a leading order, a static crystal with equal shifts, and a first correction, which appears when the amplitude is read from a crystal in thermal motion.

**2. The displacement pattern and its cell**

The parent is cubic fluorite HfO2 with cube edge a. Hafnium sits at the corners and face centres of the cube. Oxygen sits at

x = (2i + 1)a/4, y = (2j + 1)a/4, z = (2l + 1)a/4,

with integers i, j, l. In the tetragonal phase each oxygen moves along z by

u_z = δ s, s = (−1)^(i+j).

Here δ is the shift from the parent site. Oxygens with the same x and y form a column and move together, while the four neighbouring columns move the opposite way. The offset between neighbouring columns is therefore δ − (−δ) = 2δ = 0.58 Å. This equals the six-atom amplitude in value but is a different quantity, so a quoted 0.58 Å needs its definition beside it.

The parent lattice has face-centred translations. Their effect on s is as follows.

- (a/2, a/2, 0) raises i and j by one each. The sum i + j changes by 2, and s is kept.
- (0, a/2, a/2) raises j and l by one each. The sum i + j changes by 1, and s is reversed.
- (a/2, 0, a/2) reverses s for the same reason.

A wave of wavevector k acquires the factor exp(i k·t) under a translation t, where this i is the imaginary unit. The factors +1, −1, −1 are reproduced by

k = (2π/a)(0, 0, 1),

because k·t is then 0, π and π. This is the X point of the Brillouin zone. It may seem odd that k points along z while s does not change along a column. A step of a/2 along z alone, however, is not a lattice translation of fluorite. It leads from one oxygen of the primitive cell to the other, so k does not fix the relative sign of these two.

The primitive parent cell has three atoms and volume a³/4. Half of the lattice translations reverse s, so the distorted crystal needs twice that volume. A suitable cell has the edges

(a/2, a/2, 0), (a/2, −a/2, 0), (0, 0, a).

Its volume is a(a²/4 + a²/4) = a³/2, and it holds two hafnium and four oxygen atoms. The cube itself, with volume a³, holds four hafnium and eight oxygen atoms. These are the six-atom and twelve-atom cells.

**3. Why one number describes the distortion**

Place the origin on a hafnium atom and apply the symmetry operations that keep the z axis.

- Inversion sends i to −i − 1 and j to −j − 1. The parity of i + j is unchanged, but the displacement vector is reversed. The factor is −1.
- A quarter turn about z sends (x, y) to (−y, x), so the new indices are −j − 1 and i. Their sum has the opposite parity, and u_z is unchanged. The factor is −1.
- A half turn about x sends j to −j − 1, which reverses s, and it also reverses u_z. The factor is +1.
- A half turn about the diagonal x = y exchanges i and j, which keeps s, and reverses u_z. The factor is −1.

The product xyz acquires the same four factors. This behaviour is called B1u in the tetragonal point group, and at the X point, with this origin, it is labelled X2−. The minus sign records the odd behaviour under inversion.

Could another displacement of the same symmetry mix in? At this wavevector the independent oxygen sign patterns are (−1)^(i+j) and (−1)^l. There are two because the primitive cell has two oxygens. The hafnium pattern depends on z alone. All three are unchanged by a half turn about z. That half turn reverses any displacement in the xy plane, giving −1, whereas B1u requires +1. In-plane motion is thus excluded. For motion along z, the pattern (−1)^l and the hafnium pattern are unchanged by a quarter turn, giving +1 where B1u requires −1. They are excluded too. One mode remains, with hafnium at rest.

A symmetry projection, built separately for each cell without assuming the pattern, also finds one mode of this symmetry.

The symmetry also settles the electric character of the distortion. Inversion reverses both the mode amplitude Q and the polarization P. The translation (0, a/2, a/2) reverses Q but leaves P alone. Applying both restores Q and reverses P, so P must equal −P, and hence P = 0 at any Q. The tetragonal distortion by itself is not polar. A ferroelectric state requires further modes, whose coupling to Q is the reason for wanting its value.

**4. Leading order: the static amplitude**

Let N be the number of oxygens in the chosen cell. The mode vector e has z component s/√N on each oxygen and zero elsewhere. Since s² = 1, its squared length is

Σ e_z² = N · (1/N) = 1.

No mass weighting is used, so the amplitude is a length. It is the projection of the actual displacements on e:

Q = Σ e_z u_z = Σ (s/√N)(δ s) = Nδ/√N = δ√N.

For the twelve-atom cell, N = 8:

Q12 = √8 × 0.29 Å = 0.820 Å = 0.0820 nm.

For the six-atom cell, N = 4:

Q6 = 2 × 0.29 Å = 0.580 Å = 0.0580 nm.

Their ratio is √(8/4) = √2 = 1.414. Dividing each amplitude by its own √N returns 0.29 Å in both cases. The amplitude thus depends on the bookkeeping, while δ belongs to the crystal. An amplitude is usable when N is stated with it.

For this ideal pattern the projection equals the root of the summed squared displacements, which I call the raw norm. The two part company when the structures are not aligned. Suppose the distorted crystal is placed so that the down columns lie on their parent sites. Every atom has then been moved by an extra +δ. In the twelve-atom cell, four oxygens have displacement 2δ, four have zero, and the four hafnium atoms have δ. The raw norm becomes

√(4·4δ² + 4δ²) = √20 δ = 1.297 Å.

The projection changes by δ Σ e_z, which is zero because up and down columns are equally many. It stays at 0.820 Å. When two structure files with the same tetragonal axis are compared, the size of the projection is therefore the safer measure. Its sign depends on the origin, since a shift of one structure by (0, a/2, a/2) reverses it.

**5. What the choice of cell does to the energy**

A simple model makes the consequence concrete. Give each oxygen an on-site energy βu⁴, and couple each pair of neighbouring columns by κuu′ for every pair of adjacent oxygens. The oxygens of one column are taken to move together. No term in the model enforces this, so it describes the energy along the tetragonal pattern and does not explain why hafnia adopts that pattern. Each oxygen has four such neighbours, all displaced oppositely, and each pair is shared by two atoms. The energy per oxygen is

ε₁ = βδ⁴ + ½·4·κ·δ(−δ) = βδ⁴ − 2κδ².

Setting the derivative 4βδ³ − 4κδ to zero gives δ² = κ/β at the minimum. There βδ⁴ = κδ², so ε₁ = −κδ², or −2κδ² per formula unit with its two oxygens.

I choose a well depth of 0.080 eV per formula unit and place the minimum at δ = 0.29 Å. Then

κ = 0.080/(2 × 0.29²) = 0.476 eV/Å²,
β = κ/δ² = 5.66 eV/Å⁴.

To write the energy per cell in terms of Q, insert δ² = Q²/N:

E = N(βQ⁴/N² − 2κQ²/N) = −AQ² + BQ⁴, A = 2κ, B = β/N.

The quadratic coefficient is A = 0.951 eV/Å² for both cells. The quartic coefficient is B = 0.707 eV/Å⁴ for twelve atoms and 1.414 eV/Å⁴ for six.

Now put Q12 = √2 Q6 into the six-atom polynomial. At its minimum −2AQ6 + 4BQ6³ = 0, so B = A/(2Q6²), and

E = −A·2Q6² + B·4Q6⁴ = −2AQ6² + 2AQ6² = 0.

The correct amplitude gives −0.160 eV per six-atom cell. With the wrong one the quartic cost cancels the quadratic gain, and the tetragonal phase appears to be no better than the cubic one.

The reverse mistake is milder. With B = A/(2Q12²), putting Q12/√2 into the twelve-atom polynomial gives

E = −½AQ12² + ¼BQ12⁴ = −½AQ12² + ⅛AQ12² = −⅜AQ12².

The true minimum is −AQ12² + ½AQ12² = −½AQ12², so three quarters of the depth survives: −0.240 eV instead of −0.320 eV per twelve-atom cell. The fractions 0 and ¾ hold for any energy of the form −AQ² + BQ⁴ with A and B positive. They do not depend on the chosen depth, but a sixth-order term would change them.

The same reasoning covers coupled modes. Let a term in the energy contain n amplitude factors, all normalised over the same cell, with coefficient C. On passing from twelve to six atoms the energy is halved, and each amplitude Q12 is replaced by √2 Q6:

E6 = ½ C12 (√2)ⁿ (product of six-atom amplitudes), so C6 = 2^(n/2 − 1) C12.

For n = 2 the factor is 1, for n = 4 it is 2, and for a product of three amplitudes it is √2. This requires that every mode involved fits into the six-atom cell. X-point modes with k along x or y do not fit, although their wavelength is the same; the twelve-atom cell holds them. Any mode that does not fit has to be treated in a cell that holds it, and Q must then be normalised over that larger cell too.

**6. First correction: reading the amplitude from a moving crystal**

Amplitudes are also extracted from snapshots of atoms at finite temperature. Let the z displacement of an oxygen be

u_z = δ s + w,

where w has zero mean and variance σ². The mean projection is

⟨Σ e_z u_z⟩ = δ√N + Σ e_z⟨w⟩ = Q.

It is uncorrected, provided that δ denotes the mean shift at that temperature. That mean shift need not equal the static one. In the model of section 5, with the oxygens free to move independently, let v = s u_z have mean m and variance σ², and let δ₀ be the static minimum. The mean force on an oxygen vanishes, so 4β⟨v³⟩ = 4κm. Neglecting the skewness of the distribution, ⟨v³⟩ = m³ + 3mσ², which gives m² = δ₀² − 3σ². With the σ of 0.071 Å used below, m lies about 9 % under δ₀, and m² + σ² = δ₀² − 2σ² puts even the root-mean-square displacement about 6 % under it. This estimate belongs to the model, not to hafnia, but it shows that the change of δ with temperature can exceed the correction derived next and have the opposite sign. All results below compare with Q at the same temperature. The raw norm behaves differently. Taking the oxygen z components alone,

⟨Σ u_z²⟩ = Σ (δ² + 2δ s⟨w⟩ + ⟨w²⟩) = N(δ² + σ²).

The cross term vanishes because ⟨w⟩ = 0. The root-mean-square norm R is therefore

R = √N √(δ² + σ²) = Q √(1 + η), η = σ²/δ².

For small η write √(1 + η) = 1 + pη + qη² + … and square it:

1 + η = 1 + 2pη + (p² + 2q)η² + …

Matching powers gives p = ½ and q = −⅛. Hence

R = Q(1 + η/2 − η²/8 + …).

The first correction is positive, because random motion adds to a sum of squares whatever its direction. At fixed σ it is the same fraction for both cells, so it leaves the ratio √2 intact. This holds for the root-mean-square norm. For independent displacements the plain average of the snapshot norms rises by about (N − 1)η/(2N) instead, which depends on the cell: 2.6 % for N = 8 and 2.2 % for N = 4 with the σ found below.

To size σ, treat each oxygen as an independent harmonic oscillator of mass m and angular frequency ω. In level n the potential energy is half the total:

½mω²⟨w²⟩ = ½ħω(n + ½), so ⟨w²⟩ = (ħ/2mω)(2n + 1).

At temperature T the levels have weights rⁿ, with r = exp(−ħω/kT) and k now Boltzmann's constant. From Σrⁿ = 1/(1 − r), differentiation and multiplication by r give Σn rⁿ = r/(1 − r)². The mean level is their ratio, r/(1 − r), so

2⟨n⟩ + 1 = (1 + r)/(1 − r) = coth(ħω/2kT),
σ² = (ħ/2mω) coth(ħω/2kT).

With a chosen quantum of 40 meV, a mass of 15.999 u and 300 K, σ = 0.071 Å. Then

η = (0.0709/0.29)² = 0.060.

The first correction is η/2 = 3.0 % of Q. For the twelve-atom cell it gives 0.820 × 1.030 = 0.845 Å, while the unexpanded square root gives 0.844 Å. The next term, −Qη²/8, is about −0.0004 Å. It accounts for the difference, which rounding to three decimals enlarges to 0.001 Å. One term of the series is enough here. It measures R against the projection at the same temperature, not against the static amplitude.

A numerical sample of 40 000 snapshots, with independent Gaussian displacements of this σ, gave a mean projection of 0.821 Å, against 0.820 Å for the static crystal. The projection of a single snapshot scatters by σ, because Σe_z²σ² = σ², so the statistical error of the mean is 0.0709/√40 000 ≈ 0.0004 Å.

**7. The opposite limit**

The expansion loses accuracy as σ approaches δ, and its series no longer converges once σ exceeds δ. For σ much larger than δ, the other quantity must be taken out of the root:

R = √N σ √(1 + δ²/σ²) = √N σ (1 + δ²/(2σ²) + …).

The norm then reports the random motion, and the ordered shift is the correction. In a cubic crystal δ = 0, yet R = √N σ is not zero. A finite raw norm is thus no evidence of tetragonal order, whereas the mean projection vanishes.

The projection has a weakness of its own. If a fraction r of the oxygens belongs to regions where up and down are interchanged, their contributions are reversed:

Q_mean = (δ/√N)[N(1 − r) − Nr] = Q(1 − 2r).

At r = ½ it vanishes although every oxygen is still displaced by δ. Regions whose tetragonal axis lies along x or y contribute nothing to this projection. All such regions must be projected separately, each with the mode vector for its own axis.

**8. Lengths, rounding and real films**

Structure files list fractional coordinates, and a length must be chosen to convert them. With a tetragonal axis of roughly 5.2 Å, the fractional shift is 0.29/5.2 = 0.056. Multiplied by a parent edge of roughly 5.1 Å instead, it gives

Q12 = 0.820 × 5.1/5.2 = 0.804 Å, Q6 = 0.569 Å,

a change of −1.9 % relative to the first convention. How it combines with the thermal correction depends on which side of a comparison uses the parent edge; the mean shift is taken to be the same on both sides. If the snapshot norm uses it and the tabulated amplitude does not, the two partly cancel and the norm appears about 1 % too large. If only the tabulated amplitude uses it, they add up to about 5 %. Rounding the shift to 0.29 Å leaves up to 0.005 Å undecided, which is 0.014 Å in Q12 and 0.010 Å in Q6. The input therefore supports two decimals at most, with the second uncertain by about one unit: Q12 lies between 0.81 and 0.83 Å.

A shift near 0.29 Å and edges near 5 Å are rough typical values for tetragonal hafnia. The 40 meV quantum stands for a whole range of oxygen vibrations, of which the soft ones move the atoms most: a quantum of 20 meV would give σ = 0.13 Å and raise the norm along z by 10 % instead of 3 %. The well depth is a chosen parameter, not a computed property of hafnia. Films in memory capacitors break the assumption of equal shifts: they contain grains, dopants, vacancies and often more than one phase. If such disorder scatters the static shifts along z by 0.07 Å about an unchanged mean, section 6 applies with that σ, so the raw norm rises by about 3 % and the projection, averaged over many cells, does not move. In a single twelve-atom cell with independent shifts it scatters by 0.07 Å, or about 9 %. Motion of oxygen in the plane and of hafnium, left out here, would raise the full norm further. With the same σ along all three axes, the oxygen part alone becomes Q√(1 + 3η) ≈ 1.09 Q. With the 40 meV quantum at 300 K, the thermal, disorder and edge-length corrections sized in this section each stay well below the factor √2 between the cells, which is why the cell should be settled first. This does not carry over to high temperature. Near 2000 K, where bulk tetragonal hafnia is stable, the same quantum gives σ ≈ 0.17 Å, and for δ = 0.29 Å the three-axis factor √(1 + 3η) reaches about 1.42, as large as the factor between the cells. Regions with reversed or differently oriented distortion are a separate matter: as section 7 shows, they can reduce the projection to zero. The main values are collected in the numerical output below.

Calculated quantities

```
Oxygen shift from parent site: 0.29 angstrom
Offset between neighbouring columns: 0.58 angstrom
Cell of 12 atoms: 8 oxygens, 1 mode of this symmetry
  X2- amplitude by projection: 0.8202 angstrom
  shift recovered from it: 0.2900 angstrom
Cell of 6 atoms: 4 oxygens, 1 mode of this symmetry
  X2- amplitude by projection: 0.5800 angstrom
  shift recovered from it: 0.2900 angstrom
Amplitude ratio 12-atom to 6-atom: 1.4142
Main results in nm: 0.0820 and 0.0580 nm
After rigid translation, raw norm: 1.2969 angstrom
After rigid translation, projection: 0.8202 angstrom
Chosen well depth: 0.080 eV per formula unit
Column coupling: 0.4756 eV/angstrom^2
On-site quartic constant: 5.6555 eV/angstrom^4
A, 12-atom cell: 0.9512 eV/angstrom^2
B, 12-atom cell: 0.7069 eV/angstrom^4
A, 6-atom cell: 0.9512 eV/angstrom^2
B, 6-atom cell: 1.4139 eV/angstrom^4
6-atom energy, right amplitude: -0.1600 eV per cell
6-atom energy, 12-atom amplitude: 0.0000 eV per cell
12-atom energy, right amplitude: -0.3200 eV per cell
12-atom energy, 6-atom amplitude: -0.2400 eV per cell
Rounding of shift: 0.005 angstrom
  changes amplitudes by 0.0141 (12) and 0.0100 (6) angstrom
Rough tetragonal axis and parent edge: 5.2, 5.1 angstrom
Fractional oxygen shift: 0.0558 of the tetragonal axis
Amplitudes using parent edge: 0.8045 (12), 0.5688 (6) angstrom
Relative change from that choice: -1.9 %
Oscillator: 40 meV, 300 K, mass 15.999 u
Rms oxygen motion along z: 0.0709 angstrom
Rms snapshot norm, 12-atom cell: 0.8444 angstrom
Mean snapshot projection (sampled): 0.821 angstrom
```
